# Hall voltage of a rectangular plate with shorting end contacts

## 1. Two plates that need no calculation

A thin uniform plate occupies $0<x<L$, $0<y<W$. Ideal metal contacts cover the ends $x=0$ and $x=L$, and the sides $y=0$ and $y=W$ are insulating. A magnetic field along $z$ makes the electric field and the sheet current density (current per unit width) non-parallel:

$$\mathbf E=\rho\,(\mathbf J+t\,\hat z\times\mathbf J),\qquad t=\tan\theta,\quad 0<\theta<\pi/2 .$$

Here $\rho$ is the sheet resistance at the given magnetic field and $\theta$ is the Hall angle. In components, $E_x=\rho(J_x-tJ_y)$ and $E_y=\rho(J_y+tJ_x)$.

**Very long plate.** Far from the ends the insulating sides force $J_y=0$. Then $E_y=\rho tJ_x$, and a total current $I$ gives the ideal Hall voltage $\rho I\tan\theta$ between the sides.

**Very short plate.** Away from the sides the two nearby contacts force $E_y=0$. Then $J_y=-tJ_x$: the current runs obliquely and there is no Hall field.

A real plate lies between these cases. Let $V_H$ be the potential at $(L/2,0)$ minus that at $(L/2,W)$, read by point probes that draw no current. Define $G$ at fixed current by

$$V_H=G\,\rho I\tan\theta .$$

The task is to find $G(L/W,\theta)$. Transport is assumed steady, linear and local, with $\rho$ and $\theta$ the same everywhere. Reversing the magnetic field amounts to the reflection $y\to W-y$, so $G$ does not depend on the sign of $\theta$.

## 2. An analytic function with known phase on the boundary

In the steady state $\nabla\cdot\mathbf J=0$ and $\nabla\times\mathbf E=0$. Since $(\nabla\times(\hat z\times\mathbf J))_z=\nabla\cdot\mathbf J$, the curl of the material law gives $0=\rho(\nabla\times\mathbf J)_z+\rho t\,\nabla\cdot\mathbf J$, so $\mathbf J$ is curl-free too. These two conditions are the Cauchy-Riemann equations for

$$\mathcal J=J_x-iJ_y$$

as a function of $z=x+iy$. With $\mathcal E=E_x-iE_y$ the material law becomes

$$\mathcal E=\rho(1-it)\mathcal J=\rho\sec\theta\,e^{-i\theta}\mathcal J .$$

On the insulating sides $J_y=0$, so $\mathcal J$ is real. On the contacts $E_y=0$, so $\mathcal E$ is real and $\mathcal J$ is $e^{i\theta}$ times a real number. The phase of $\mathcal J$ must therefore switch between $0$ and $\theta$ at each corner.

These conditions, the current $I$ and a finite dissipated power fix the solution. The difference of two solutions carries zero current, and its power $\int\rho|\mathbf J|^2dx\,dy$ equals (current)×(voltage) $=0$. Corners add nothing to this balance: if $|\mathbf J|\propto d^{\,p}$ at distance $d$, finite power requires $p>-1$, and a small arc contributes of order $d^{\,p+1}\cdot d^{\,p}\cdot d\to0$.

## 3. The Schwarz-Christoffel map

Map the upper half $w$-plane to the plate by

$$\frac{dz}{dw}=\frac{C}{\sqrt{(1-w^2)(1-k^2w^2)}},\qquad z(0)=\frac L2,\quad C>0,\ 0<k<1 .$$

The phase of $dz/dw$ is constant on each piece of the real axis and jumps by $\pi/2$ at $w=\pm1,\pm1/k$, which become the corners. The side $y=0$ is $-1<w<1$, the right contact is $1<w<1/k$, the left contact is $-1/k<w<-1$, and the side $y=W$ is the rest, through infinity. By symmetry the side midpoints are $w=0$ and $w=\infty$.

The required current density is

$$\mathcal J=A\,r^{\theta/\pi},\qquad r=\frac{(1+w)(1-kw)}{(1-w)(1+kw)},\quad A>0 .$$

To check the phases, start on $-1<w<1$, where $r>0$. Passing above $w=1$ turns $1-w$ into $|1-w|e^{-i\pi}$; it stands in the denominator, so $\mathcal J$ gains the phase $+\theta$. Passing above $1/k$ gives $1-kw$ the phase $-\pi$ in the numerator, and $\mathcal J$ is real again. To the left, $1+w$ acquires $e^{i\pi}$ and gives $+\theta$; then $1+kw$ removes it.

At a corner $z-z_c\propto(w-w_c)^{1/2}$, so $|w-w_c|\propto d^2$. Hence $|\mathbf J|\propto d^{-2\theta/\pi}$ at the lower right ($w=1$) and upper left ($w=-1/k$) corners, and $|\mathbf J|\propto d^{+2\theta/\pi}$ at the other two. The power near a singular corner, $\int d^{-4\theta/\pi}\,d\,\mathrm dd$, is finite for $\theta<\pi/2$, as the uniqueness argument requires.

## 4. The field on the midline

The line $x=L/2$ is $w=iv$, $0<v<\infty$. There numerator and denominator of $r$ are complex conjugates:

$$r=\frac{(1+iv)(1-ikv)}{(1-iv)(1+ikv)}=e^{2i\beta},\qquad \beta=\arctan v-\arctan kv .$$

Therefore $\mathcal J=Ae^{i\varphi}$ with $\varphi=2\theta\beta/\pi$, that is

$$J_x=A\cos\varphi,\qquad J_y=-A\sin\varphi .$$

The current density has the same magnitude all along the midline; only its direction turns. Also $dy=C\,dv/\sqrt P$ with $P=(1+v^2)(1+k^2v^2)$. Integrating,

$$I=A\int_0^W\cos\varphi\,dy,\qquad V_H=\int_0^WE_y\,dy=\rho A\int_0^W(\tan\theta\cos\varphi-\sin\varphi)\,dy .$$

Dividing $V_H$ by $\rho I\tan\theta$ gives

$$G=1-\cot\theta\,\frac{\int_0^W\sin\varphi\,dy}{\int_0^W\cos\varphi\,dy}.$$

The loss of Hall voltage comes from the sideways current at the midline.

## 5. The angle $\beta$ as integration variable

The tangent subtraction formula gives $\tan\beta=(1-k)v/(1+kv^2)$. So $\beta$ rises from $0$ to a maximum $\delta$ at $v=1/\sqrt k$ and returns to $0$, with

$$\tan\delta=\frac{1-k}{2\sqrt k},\qquad \kappa\equiv\sin\delta=\frac{1-k}{1+k},\qquad \kappa'\equiv\cos\delta=\frac{2\sqrt k}{1+k}.$$

Because $(1+kv^2)^2+(1-k)^2v^2=P$, we have $\sin\beta=(1-k)v/\sqrt P$. Next,

$$\kappa^2-\sin^2\beta=\kappa^2\,\frac{P-(1+k)^2v^2}{P}=\kappa^2\,\frac{(1-kv^2)^2}{P},$$

$$d\beta=\left(\frac1{1+v^2}-\frac{k}{1+k^2v^2}\right)dv=\frac{(1-k)(1-kv^2)}{P}\,dv .$$

On the rising half, division yields

$$\frac{dv}{\sqrt P}=\frac1{1+k}\,\frac{d\beta}{\sqrt{\kappa^2-\sin^2\beta}},$$

and the falling half contributes equally. The common factors cancel in $G$:

$$\boxed{G=1-\cot\theta\,\frac SD},\qquad
\begin{matrix}S\\D\end{matrix}\Big\}=\int_0^\delta\frac{d\beta}{\sqrt{\kappa^2-\sin^2\beta}}\times\Big\{\begin{matrix}\sin(2\theta\beta/\pi)\\\cos(2\theta\beta/\pi)\end{matrix}$$

Since $0\le\varphi\le2\theta\delta/\pi<\theta$, the integrand $\tan\theta\cos\varphi-\sin\varphi$ of $V_H$ is positive, and $0<G<1$.

The width follows from the same substitution. Setting $\sin\beta=\kappa\sin\psi$,

$$W=\frac{2C}{1+k}\int_0^{\pi/2}\frac{d\psi}{\sqrt{1-\kappa^2\sin^2\psi}}=\frac{2C}{1+k}K(\kappa),$$

where $K$ is the complete elliptic integral as a function of its modulus.

## 6. Length and terminal resistance

On the side $y=0$, $r$ is real and positive; write $r=e^{2\tau}$. Then $\tanh\tau=(r-1)/(r+1)=(1-k)w/(1-kw^2)$. With $Q=(1-w^2)(1-k^2w^2)=(1-kw^2)^2-(1-k)^2w^2$, the steps of section 5 repeat with changed signs:

$$\sinh^2\tau+\kappa^2=\kappa^2\frac{(1+kw^2)^2}{Q},\qquad d\tau=\frac{(1-k)(1+kw^2)}{Q}\,dw,$$

$$\frac{dw}{\sqrt Q}=\frac1{1+k}\,\frac{d\tau}{\sqrt{\sinh^2\tau+\kappa^2}} .$$

As $w$ runs from $-1$ to $1$, $\tau$ runs from $-\infty$ to $\infty$. The length is therefore

$$L=\frac{2C}{1+k}\int_0^\infty\frac{d\tau}{\sqrt{\sinh^2\tau+\kappa^2}}=\frac{2C}{1+k}K(\kappa').$$

The last step uses $\sinh\tau=\tan\chi$, $d\tau=d\chi/\cos\chi$, which turns the integrand into $1/\sqrt{\sin^2\chi+\kappa^2\cos^2\chi}=1/\sqrt{1-\kappa'^2\cos^2\chi}$. The aspect ratio thus determines $\kappa$:

$$\boxed{\frac LW=\frac{K(\kappa')}{K(\kappa)}},\qquad \kappa'^2=1-\kappa^2 .$$

On this side $J_y=0$, so $E_x=\rho J_x=\rho Ae^{2\theta\tau/\pi}$. Integration gives the terminal voltage $V$; the odd part of the exponential drops out. Dividing by $I=2ACD/(1+k)$,

$$\frac R\rho=\frac1D\int_0^\infty\frac{\cosh(2\theta\tau/\pi)}{\sqrt{\sinh^2\tau+\kappa^2}}\,d\tau .$$

**A check by rotation.** Define new fields $\tilde{\mathbf E}=\rho\sec\theta\,\hat z\times\mathbf J$ and $\tilde{\mathbf J}=\hat z\times\mathbf E/(\rho\sec\theta)$. The first is curl-free and the second divergence-free. $\tilde{\mathbf E}$ is normal to the old sides and $\tilde{\mathbf J}$ is tangential to the old contacts, so sides and contacts have exchanged roles. With $\mathbf P=\hat z\times\mathbf J$, the material law gives $\tilde{\mathbf J}=\cos\theta(\mathbf P+t\hat z\times\mathbf P)$. Applying $1-t\,\hat z\times$ and using $1+t^2=\sec^2\theta$ gives $\tilde{\mathbf E}=\rho(\tilde{\mathbf J}-t\hat z\times\tilde{\mathbf J})$, the same material in reversed magnetic field, which has the same $R$ by reflection. The new voltage is $\rho\sec\theta\,I$ and the new current $V/(\rho\sec\theta)$. Hence

$$R(L/W)\,R(W/L)=\rho^2\sec^2\theta,$$

and a square plate has $R=\rho\sec\theta$.

## 7. Limiting cases

**Weak field.** For $\theta\to0$, $\cot\theta\sin\varphi\to2\beta/\pi$ and $\cos\varphi\to1$. Thus $G\to1-(2/\pi)\langle\beta\rangle$, with $\langle\beta\rangle$ the average over the midline. The reduction does not vanish with the field: it is a property of the shape.

**Long plate.** Here $\kappa\to0$. Then $D\to\pi/2$ and

$$S\approx\frac{2\theta}\pi\int_0^\kappa\frac{\beta\,d\beta}{\sqrt{\kappa^2-\beta^2}}=\frac{2\theta\kappa}\pi .$$

To relate $\kappa$ to $L/W$, split the integral for $K(\kappa')$ at $X$ with $\kappa\ll X\ll1$. The lower part is $\operatorname{arsinh}(X/\kappa)\approx\ln(2X/\kappa)$ and the upper part is $\int_X^\infty d\tau/\sinh\tau\approx\ln(2/X)$. Their sum is $\ln(4/\kappa)$, so $L/W\approx(2/\pi)\ln(4/\kappa)$ and $\kappa\approx4e^{-\pi L/2W}$. To leading order

$$1-G\approx\frac{16}{\pi^2}\,\theta\cot\theta\;e^{-\pi L/2W}.$$

The shorting effect of the ends decays exponentially towards the middle. In weak field the full formula gives a loss of 0.0699 at $L/W=2$, against 0.0701 from this law. In weak field a 1% loss needs $L/W\approx3.24$; at larger Hall angle the factor $\theta\cot\theta$ lowers this requirement.

**Short plate.** Now $\kappa'\to0$. Put $x=\pi/2-\beta$ (in this paragraph $x$ is an angle), so that $\varphi=\theta-2\theta x/\pi$ and $\kappa^2-\sin^2\beta=\sin^2x-\kappa'^2$. Since $\sin\theta\cos\varphi-\cos\theta\sin\varphi=\sin(\theta-\varphi)$,

$$G=\frac{\sin\theta\,D-\cos\theta\,S}{\sin\theta\,D}\approx\frac{N}{\sin\theta\,D},\qquad N=\int_0^{\pi/2}\frac{\sin(2\theta x/\pi)}{\sin x}\,dx .$$

In $D$ separate the part that diverges: $\cos\varphi=\cos\theta+(\cos\varphi-\cos\theta)$. The first term gives $\cos\theta\,K(\kappa)=\cos\theta\,K(\kappa')W/L\approx\pi W\cos\theta/2L$, and

$$D\approx\frac{\pi W}{2L}\cos\theta+M,\qquad M=\int_0^{\pi/2}\frac{\cos(\theta-2\theta x/\pi)-\cos\theta}{\sin x}\,dx .$$

For weak field $M\to0$ and $N\approx(2\theta/\pi)\int_0^{\pi/2}x\,dx/\sin x$. With $u=\tan(x/2)$ this integral is $2\int_0^1(\arctan u)\,du/u=2\mathcal C$, where $\mathcal C=\sum_n(-1)^n/(2n+1)^2$ is Catalan's constant. Hence

$$G\approx\frac{8\mathcal C}{\pi^2}\,\frac LW\approx0.742\,\frac LW .$$

At $L/W=0.25$ this is 0.186, in agreement with the full weak-field value.

**Strong field at fixed shape.** As $\theta\to\pi/2$, $\varphi\to\beta$. With $c=\cos\beta$,

$$S\to\int_{\kappa'}^1\frac{dc}{\sqrt{c^2-\kappa'^2}}=\operatorname{arcosh}\frac1{\kappa'}=\operatorname{artanh}\kappa,\qquad D\to\int_0^\delta\frac{\cos\beta\,d\beta}{\sqrt{\kappa^2-\sin^2\beta}}=\frac\pi2,$$

so that $1-G\approx(2/\pi)\operatorname{artanh}(\kappa)\cot\theta\to0$. The full Hall voltage returns at any fixed aspect ratio. The sideways current on the midline stays finite relative to the forward current, while the ideal Hall field grows as $\tan\theta$.

The resistance shows the other side of this limit. With $\varepsilon=\pi/2-\theta$, the integrand for $R$ has the slow tail $e^{-2\varepsilon\tau/\pi}$, whose integral is $\pi/2\varepsilon$. Dividing by $D\to\pi/2$ gives $R\approx\rho/\varepsilon\approx\rho\sec\theta$, at any fixed shape once $\cos\theta$ is small compared with both $L/W$ and $W/L$. Elongated plates reach this limit late: at $\tan\theta=10$, $R\cos\theta/\rho$ is still about 1.9 for $L/W=10$ and about 0.5 for $L/W=0.1$. The Hall voltage then approaches the whole terminal voltage.

The short-plate and strong-field limits do not commute. At fixed $\theta<\pi/2$, $G\to0$ as $L/W\to0$; at fixed $L/W$, $G\to1$ as $\theta\to\pi/2$. The crossover occurs where the two terms of $D$ are comparable, that is, where $\cos\theta$ is of order $L/W$.

## 8. Worked example

Take a model sheet with $\rho=500\ \Omega$, mobility $\mu=1\ \mathrm{m^2/(V\,s)}$ and magnetic field $B=0.5$ T. For carriers of charge $e$ and sheet density $n$ that all drift as $\mathbf v=\mu(\mathbf E+\mathbf v\times B\hat z)$, with $\mathbf J=ne\mathbf v$, solving for the field gives $\mathbf E=\mathbf J/(ne\mu)+(B/ne)\,\hat z\times\mathbf J$. Hence $\rho=1/(ne\mu)$ and $\tan\theta=\mu B=0.5$, so $\theta=26.57^\circ$. The current is 1 mA and the width 100 µm. SI units are natural here. The ideal Hall voltage is $500\times10^{-3}\times0.5=0.250$ V.

**Square, $L=100$ µm.** The condition $K(\kappa')=K(\kappa)$ gives $\kappa=\kappa'=0.7071$ and $\delta=45^\circ$. The integrals are $S=0.2774$ and $D=1.8285$, so

$$G=1-2\times\frac{0.2774}{1.8285}=0.697,\qquad V_H=0.697\times250\ \mathrm{mV}=174\ \mathrm{mV}.$$

The terminal voltage is $\rho I\sec\theta=500\ \mathrm{mV}\times\sqrt{1.25}=559$ mV. If the shorting is ignored and $\rho$ is known independently, the inferred mobility is $G\mu=0.697\ \mathrm{m^2/(V\,s)}$. The true density is $n=1/(e\rho\mu)=IB/(e\,\rho I\tan\theta)$, so the density $IB/(eV_H)$ inferred from the measured voltage is too large by $1/G$: $1.79\times10^{16}$ instead of $1.25\times10^{16}\ \mathrm{m^{-2}}$.

**Long plate, $L=300$ µm.** Now $\kappa=0.0359$, $S=0.01061$ and $D=1.5713$, so $G=1-2\times0.01061/1.5713=0.9865$ and $V_H=247$ mV. The inferred density is $1.27\times10^{16}\ \mathrm{m^{-2}}$, about 1.4% too large. The terminal voltage is 1564 mV, compared with $\rho IL/W=1500$ mV without the magnetic field if $\rho$ is unchanged by it; the excess comes from the current near the contacts, which is both oblique and unevenly distributed over the width.

At fixed terminal voltage the comparison reverses. The ratio $V_H/V$ is 0.312 for the square and 0.158 for the long plate, because the long plate draws less current. $G$ alone therefore does not identify the plate with the largest Hall signal for a given supply voltage.

## 9. Numerical checks and limits of validity

A finite-element solution of the original boundary-value problem, without any conformal map, tests the result. For $L/W=0.5,1,2$ at $\theta=60^\circ,45^\circ,30^\circ$ it agrees with the formula for $G$ to about $10^{-4}$. For the square at $45^\circ$ the field magnitude on the midline, sampled for $0.02<y/W<0.98$, varies from minimum to maximum by about $2\times10^{-4}$ of its mean. The potential near the two kinds of corner varies with exponents 0.500 and 1.500, as $1\mp2\theta/\pi$ requires. The numerical output lists these values and a table of $G$, which rises with both $L/W$ and $\theta$ over the range shown.

The formula fails when its assumptions do. Contacts with appreciable resistance are not equipotentials. Wide side probes short part of the Hall field themselves, and probes away from the midpoints read a different voltage. Inhomogeneous material makes $\rho$ or $\theta$ vary in space. If the mean free path is comparable with the plate size, the local relation between $\mathbf E$ and $\mathbf J$ is lost. Close to a singular corner the predicted current density grows without bound, so linear local transport must break down there; the result assumes that this region is too small to affect the voltages.

## Computed results

```
G (no unit); columns: Hall angle in degrees, 0 = weak-field limit
L/W          0      15      30      45      60      75      85
0.25    0.1856  0.1917  0.2118  0.2527  0.3321  0.5032  0.7587
0.50    0.3697  0.3784  0.4060  0.4585  0.5491  0.7065  0.8793
1.00    0.6753  0.6820  0.7026  0.7391  0.7955  0.8785  0.9541
1.50    0.8476  0.8510  0.8615  0.8797  0.9070  0.9458  0.9799
2.00    0.9301  0.9317  0.9365  0.9450  0.9576  0.9754  0.9909
3.00    0.9854  0.9858  0.9868  0.9886  0.9912  0.9949  0.9981
4.00    0.9970  0.9970  0.9973  0.9976  0.9982  0.9989  0.9996
Finite elements against formula (R in units of rho)
L/W=0.5 theta=60 deg: G=0.54911 FEM 0.54916; R=1.31277 FEM 1.31280
L/W=1.0 theta=45 deg: G=0.73914 FEM 0.73923; R=1.41421 FEM 1.41423
L/W=2.0 theta=30 deg: G=0.93654 FEM 0.93664; R=2.16603 FEM 2.16604
Square, 45 deg: FEM relative spread of |E| on midline 1.6e-04
Square, 45 deg: FEM error of current direction 1.7e-04 rad
Square, 45 deg: FEM corner exponents 0.500, 1.500
Short-plate weak-field slope 8*Catalan/pi^2 = 0.74245
Long-plate prefactor 16/pi^2 = 1.62114
Weak-field loss 1-G at L/W=2: 0.06994, long-plate law 0.07006
Weak-field loss 1-G at L/W=3: 0.01456, long-plate law 0.01456
Short-plate law at L/W=0.5, 45 deg: 0.4597
L/W for a 1 percent loss in weak field: 3.239
Example: rho=500 ohm, mobility=1.0 m^2/(V s), B=0.5 T
I=1.0 mA, W=100 um, tan(theta)=0.500, theta=26.565 deg
True sheet density 1.2483e+16 m^-2
Hall voltage without shorting 250.00 mV
L=100 um: k=0.171573, kappa=0.707107, delta=45.0000 deg
  K(kappa)=1.854075, S=0.277422, D=1.828499, G=0.69656
  Hall voltage 174.14 mV, terminal voltage 559.02 mV
  V_H/V=0.31151, inferred mobility 0.6966 m^2/(V s)
  inferred sheet density 1.7921e+16 m^-2
L=300 um: k=0.930648, kappa=0.035922, delta=2.0586 deg
  K(kappa)=1.571303, S=0.010609, D=1.571259, G=0.98650
  Hall voltage 246.62 mV, terminal voltage 1563.64 mV
  V_H/V=0.15772, inferred mobility 0.9865 m^2/(V s)
  inferred sheet density 1.2654e+16 m^-2
```
